# Kubelka-Munk Reflectance of a Nonabsorbing Coating on a Black Substrate

## Definitions and conventions

A flat coating fills the region $0<z<d$, with $z$ measured downward from the illuminated face. Beneath it lies a black substrate, which absorbs all light that reaches it and returns none. The coating is laterally uniform and scatters light without changing its wavelength.

The Kubelka-Munk model describes the light at each depth by two numbers: the downward flux $I(z)$ and the upward flux $J(z)$, both positive and measured per unit horizontal area. The incident light is diffuse, with $I(0)=1$. The reflectance is then $R=J(0)$, and the fraction entering the substrate is $T=I(d)$.

Two coefficients, each an inverse length, describe the material. In a slice of thickness $\delta z$, a fraction $S\,\delta z$ of either flux is turned into the opposite flux, and a fraction $K\,\delta z$ is absorbed. Thus $S$ is a rate of reversal per unit depth. It already contains an average over directions, so it need not equal the scattering coefficient per unit length of a ray.

Three further assumptions are made: $S$ is constant through the coating, interference between scattered waves is neglected, and neither face reflects because of a refractive-index step. The result to be derived, for $K=0$, is

$$R=\frac{Sd}{1+Sd},\qquad T=\frac{1}{1+Sd}.$$

It holds at one wavelength, or for a whole solar band if $S$ is the same throughout it.

## First derivation: fluxes inside the coating

Consider the downward flux as it crosses a slice from $z$ to $z+\delta z$. It loses $(K+S)I\,\delta z$ by absorption and reversal, and gains $SJ\,\delta z$ from reversed upward light. Therefore

$$\frac{dI}{dz}=-(K+S)I+SJ.$$

The upward flux travels toward smaller $z$. Along its own direction it loses $(K+S)J\,\delta z$ and gains $SI\,\delta z$. Its derivative with respect to increasing $z$ has the opposite sign:

$$\frac{dJ}{dz}=(K+S)J-SI.$$

Now set $K=0$. Both right-hand sides become $-S(I-J)$, so subtraction gives

$$\frac{d}{dz}(I-J)=0.$$

The net downward flux is the same at every depth because no energy is deposited in the coating. At the bottom, blackness of the substrate requires $J(d)=0$, so this constant is $I(d)=T$. Each flux then obeys

$$\frac{dI}{dz}=\frac{dJ}{dz}=-ST.$$

Integration upward from the substrate, where $I=T$ and $J=0$, gives

$$I(z)=T[1+S(d-z)],\qquad J(z)=TS(d-z).$$

The remaining condition, $I(0)=1$, fixes $T(1+Sd)=1$. Hence

$$I(z)=\frac{1+S(d-z)}{1+Sd},\qquad J(z)=\frac{S(d-z)}{1+Sd}.$$

Evaluation of $J$ at $z=0$ gives the stated reflectance, and $R+T=1$ as energy conservation requires.

The decay is linear in depth, not exponential. Reversed light is not lost: it can be reversed again and resume its way down. For a thin coating, $R\approx Sd$, the probability of a single reversal. For a thick one, $1-R\approx1/(Sd)$, so halving the light that reaches the substrate requires about twice the thickness.

## Second derivation: growth by thin slices

The interior fluxes can be avoided altogether. Let $R(d)$ be the reflectance of a coating of thickness $d$ together with its substrate, and place a slice of thickness $\delta$ on top. To first order in $\delta$, the slice has reflectance $r=S\delta$ and transmittance $t=1-(K+S)\delta$, for light arriving from either side.

Incident light may be reflected by the slice at once. Otherwise it crosses the slice, is reflected by the structure below, and either leaves through the slice or is sent down again. Summing these possibilities gives

$$R(d+\delta)=r+t^2R\,(1+rR+r^2R^2+\cdots)
=r+\frac{t^2R}{1-rR}.$$

Here $R$ on the right means $R(d)$. To first order, $t^2=1-2(K+S)\delta$ and $1/(1-rR)=1+SR\delta$. Substitution yields

$$R(d+\delta)=R+\delta\left[S-2(K+S)R+SR^2\right]+O(\delta^2).$$

Division by $\delta$ and the limit $\delta\to0$ give

$$\frac{dR}{dd}=S-2(K+S)R+SR^2.$$

The three terms are direct reflection by the new slice, attenuation of light that crosses it twice, and recovery of light that it sends back down. For $K=0$ they form a perfect square:

$$\frac{dR}{dd}=S(1-R)^2.$$

One factor $1-R$ can be read as the fraction that the old structure absorbs. The square shows why added thickness becomes less effective as the coating becomes whiter.

With no coating there is only the black substrate, so $R(0)=0$. Since the derivative of $1/(1-R)$ is $(dR/dd)/(1-R)^2=S$, integration gives

$$\frac{1}{1-R}=1+Sd,$$

and therefore $R=Sd/(1+Sd)$ again.

This form makes a second case immediate. If the substrate has diffuse reflectance $R_g<1$, the initial value is $R(0)=R_g$, and

$$\frac{1}{1-R}=\frac{1}{1-R_g}+Sd.$$

Solving for $R$ gives

$$R=\frac{R_g+(1-R_g)Sd}{1+(1-R_g)Sd}.$$

It reduces to the black-substrate result at $R_g=0$. A reflecting substrate helps a thin coating most. For fixed $R_g<1$ and large $Sd$, the leading form $1-R\approx1/(Sd)$ no longer contains $R_g$.

## What each derivation assumes

The first derivation assigns fluxes to every interior depth and solves a boundary-value problem. The black substrate enters as $J(d)=0$, and absence of absorption enters as a constant net flux. In return it supplies the light distribution inside the coating.

The second uses only the response seen from above. It needs the reflection and transmission of a thin slice to be the same from both sides, and it needs intensities, not wave amplitudes, to be added. The substrate enters as an initial value, and absence of absorption makes the growth law a perfect square.

Constant $S$ is a convenience in both. If $S$ varies with depth, either integration replaces $Sd$ by $\int_0^d S(z)\,dz$. The order of nonabsorbing layers then has no effect on $R$ within this model.

Both derivations share the more serious assumption that one number is enough to describe all light going in one direction. Their agreement therefore cannot justify this assumption. A calculation that resolves angles is needed to judge it.

## What the coefficient $S$ represents

Let $\sigma$ be the scattering coefficient per unit length along a ray, and let each scattering event be isotropic. Define an effective coefficient by inserting the angularly resolved reflectance into the two-flux result:

$$S_{\rm eff}=\frac{R}{(1-R)d}.$$

First take a thin layer under uniform incident radiance $L_0$. The incident flux is $\pi L_0$. Summed over the incident hemisphere, the power scattered per unit area is $2\pi L_0\sigma d$, because oblique rays have longer paths. Half is scattered upward, so to leading order $R=\sigma d$ and $S_{\rm eff}=\sigma$. For a beam at normal incidence, the same argument gives $R=\sigma d/2$. The coefficient thus depends on the illumination as well as on the material.

Far from the faces of a thick layer the light becomes nearly isotropic. Let $\phi$ be the radiance integrated over all directions, $F$ the net downward flux, and $m$ the cosine of the angle from the downward direction. Keeping the first two angular terms gives the radiance $(\phi+3Fm)/(4\pi)$. Multiplying the transfer equation by $m$ and integrating over directions gives

$$\frac{1}{3}\frac{d\phi}{dz}=-\sigma F,$$

since isotropic scattering restores no net flux. Integration of the same radiance over each hemisphere gives downward and upward fluxes $\phi/4+F/2$ and $\phi/4-F/2$. The first equals one at the top, and the second equals zero at the bottom. Subtracting these conditions gives

$$1=\frac{\phi(0)-\phi(d)}{4}+F=\left(1+\frac{3\sigma d}{4}\right)F.$$

Since $F=T$, this is the two-flux result with $S=3\sigma/4$. The two-term radiance is inaccurate near the faces, but for a thick layer this alters the constant term and not the coefficient of $d$.

The full angular problem was solved numerically with 24 directions in each hemisphere. A very thin layer was propagated by a matrix exponential and then doubled repeatedly, with all reflections between the two halves included. The ratio $S_{\rm eff}/\sigma$ was 1.00 at $\sigma d\approx0.001$, 0.807 at $\sigma d=1$, 0.766 at $\sigma d=4$, and 0.752 at $\sigma d=32$. Between $\sigma d=16$ and 32, the slope of $R/(1-R)$ against $\sigma d$ was 0.7500.

A single $S$ therefore does not reproduce all thicknesses. The thick-layer value is nevertheless useful from about $\sigma d=1$ upward, though for very thin layers it is 25% too low. At $\sigma d=1$ the angular calculation gives $R=0.807/1.807=0.447$, while $S=3\sigma/4$ gives $0.75/1.75=0.429$, about 4% lower relative to the angular result.

## When weak absorption matters

No absorption is an idealization, and a thick coating makes it more demanding. Write the reflectance for small $K$ as $R=R_0-Kq$, where $R_0=x/(1+x)$ and $x=Sd$. The growth law can be written as

$$\frac{dR}{dd}=S(1-R)^2-2KR.$$

The terms linear in $K$ give

$$\frac{dq}{dd}=2R_0-2S(1-R_0)q=\frac{2x}{1+x}-\frac{2S}{1+x}q.$$

Multiply by $(1+x)^2$. Since $dx/dd=S$, the terms containing $q$ combine into a total derivative:

$$\frac{d}{dd}\left[(1+x)^2q\right]=2x(1+x).$$

With $q=0$ at $d=0$, integration gives

$$q=\frac{1}{S}\frac{x^2+2x^3/3}{(1+x)^2}
=d\,\frac{x(1+2x/3)}{(1+x)^2}.$$

The reflectance loss is $Kq$, which approaches $2Kd/3$ for $x\gg1$ while the linear approximation remains valid. The omitted terms in the growth law are $2K^2q$ and $SK^2q^2$. Compared with the retained source $2KR_0$, they are of relative size $2Kd/3$ and $2Kx^2/(9S)$ when $x\gg1$. Thus a thick coating requires both $Kd\ll1$ and $(K/S)x^2\ll1$. Since $(K/S)x^2=Kd\,x$, the second condition is the stricter one and implies the first when $x\gg1$.

The quantity $q$ has a direct meaning. In the two-flux picture a photon moves up or down and reverses at rate $S$. If it travels a total path $L$, absorption multiplies its survival probability by $e^{-KL}$. Differentiation at $K=0$ shows that $q$ is the path carried by reflected photons, averaged over all incident photons. For all photons together, the mean path is

$$\int_0^d(I+J)\,dz=\frac{1}{1+Sd}\int_0^d[1+2S(d-z)]\,dz
=\frac{d+Sd^2}{1+Sd}=d.$$

Within the two-flux model the mean is $d$ whatever the value of $S$. Strong scattering returns many photons after short paths, and a minority that wander far make up the balance. That minority includes reflected as well as transmitted photons. At $Sd=9$ the mean path of a reflected photon is $q/R_0=0.70d$, although the median is only about $0.2d$. A transmitted photon travels $(d-q)/T=3.7d$ on average, yet the transmitted photons together carry only 37% of the total path. For $S=0.05\ \mu{\rm m}^{-1}$ and $d=180\ \mu{\rm m}$, a simulated random walk of 200,000 photons gave a mean path of $180.1\pm0.7\ \mu{\rm m}$. The reflected contribution was $113.0\pm0.5\ \mu{\rm m}$, where the formula gives $113.4\ \mu{\rm m}$. The uncertainties are standard errors.

These paths are measured along $z$, and like $S$, $K$ is a rate per unit depth. Real rays are oblique. A nonabsorbing slab lit with uniform radiance $L_0$ on both faces has radiance $L_0$ everywhere. A weak absorption coefficient $\kappa$ per unit ray length then removes $4\pi L_0\kappa d$ from an incident $2\pi L_0$, and by symmetry each face contributes half of both. Under diffuse light the mean ray path is therefore $2d$ and $K\approx2\kappa$. Using $\kappa$ in place of $K$ would halve the predicted loss. With isotropic scattering, $\sigma d=26.7$ and $\kappa d=0.004$, the angular problem gives a reflectance loss of 0.0051, whereas $Kq$ with $K=\kappa$ and $S=3\sigma/4$ gives 0.0026.

With fixed $K>0$, reflectance cannot approach one as $d$ grows. Setting $dR/dd=0$ gives $R^2-2aR+1=0$, with $a=1+K/S$. The two roots have product one, and growth from $R=0$ stops at the smaller:

$$R_\infty=a-\sqrt{a^2-1}.$$

## A coating for radiative cooling

Take round model values: $S=0.05\ \mu{\rm m}^{-1}$ for the solar band, solar irradiance $G=1000\ {\rm W\,m^{-2}}$, and net infrared loss $P=100\ {\rm W\,m^{-2}}$ with the surface at ambient temperature. The loss $P$ is taken as independent of coating thickness. Convection and conduction from the surroundings vanish at equal temperature, and sunlight is treated as diffuse.

Without absorption in the coating, the solar heat load is $G/(1+Sd)$. The following values result.

| $d$ ($\mu$m) | $Sd$ | $R$ | Solar load (W m$^{-2}$) | Net cooling (W m$^{-2}$) |
|---:|---:|---:|---:|---:|
| 100 | 5 | 0.833 | 166.7 | −66.7 |
| 200 | 10 | 0.909 | 90.9 | 9.1 |
| 400 | 20 | 0.952 | 47.6 | 52.4 |

For the last row, $R=20/21=0.952$, the load is $1000/21=47.6\ {\rm W\,m^{-2}}$, and the net cooling is $100-47.6=52.4\ {\rm W\,m^{-2}}$. The 100 µm coating reflects five sixths of the sunlight and still heats up.

Cooling begins when $G/(1+Sd)<P$. For $G>P$ this means

$$d>\frac{G/P-1}{S}=\frac{10-1}{0.05\ \mu{\rm m}^{-1}}=180\ \mu{\rm m}.$$

The corresponding reflectance is $9/10$.

This threshold belongs to the model without an index step and is not a design value for a smooth paint. Suppose the top face reflects a fraction $r_e$ of diffuse light from outside and $r_i$ from inside. The downward flux just below the face is then $I(0)=1-r_e+r_iJ(0)$, and the two-flux solution gives

$$1-R=\frac{1-r_e}{1+(1-r_i)Sd}.$$

For a smooth face of index 1.5, $r_e\approx0.09$ and $r_i\approx0.60$. The threshold rises to about 400 µm, so the net cooling in the last row of the table would vanish. Two other simplifications can also make the load too low. If $S$ varies over the solar band, using its irradiance-weighted mean underestimates the load, because $1/(1+Sd)$ is a convex function of $S$. And with isotropic scattering, a beam at normal incidence penetrates more than diffuse light. Without an index step the excess is about 26% for $\sigma d\ge4$, which would raise the load in the last row of the table from about 48 to about $60\ {\rm W\,m^{-2}}$. Near this threshold a small change in reflectance matters greatly, because the net cooling is a difference between two nearly equal powers.

Now return to the model without an index step and give the 400 µm coating a weak absorption, $K=10^{-5}\ \mu{\rm m}^{-1}$. This is a model value, corresponding to a ray absorption coefficient $\kappa\approx5\times10^{-6}\ \mu{\rm m}^{-1}$. Then $Kd=0.0040$ and $(K/S)x^2=0.080$, so the linear estimate should be serviceable. It gives a reflectance loss of

$$0.0040\,\frac{20(1+40/3)}{21^2}=0.0026.$$

Numerical propagation of the two flux equations by a matrix exponential gives 0.00257, against 0.00260 from the linear formula. The total solar load rises from 47.6 to $50.2\ {\rm W\,m^{-2}}$.

To first order the coating itself absorbs $GKd=4.0\ {\rm W\,m^{-2}}$. Of this, $2.6\ {\rm W\,m^{-2}}$ would otherwise have been reflected. The other $1.4\ {\rm W\,m^{-2}}$ would have reached the substrate anyway, so it changes where the heat is deposited but not the total load.

For this $K/S=2\times10^{-4}$, the saturation reflectance is $R_\infty=0.980$. Even an arbitrarily thick coating therefore leaves a solar load of about $20\ {\rm W\,m^{-2}}$ in this model. The nonabsorbing formula would instead let the load fall toward zero, which marks the limit of its use for very thick coatings.
